# Thermal wandering of an unpinned ferroelectric domain wall in a thin film

## Question

A ferroelectric film of thickness $t=10$ nm is polarized along its normal, up on one side of a domain wall and down on the other. The wall crosses the film from bottom to top and runs along $x$. Its displacement in the film plane is $u(x)$, the same at every depth. The wall energy per area is $\sigma=67$ mJ/m², and the temperature is $T=300$ K.

Unless a part says otherwise, assume that $\sigma$ does not depend on the wall's direction, slopes are small, nothing pins the wall, the net electric field is zero, and the electrodes screen the surface charge ideally. Treat the wall as classical and in thermal equilibrium. SI units are used.

### (a) Find the energy of a slightly bent wall.

**Answer.** A piece of wall above $dx$ has length $\sqrt{1+u'^2}\,dx$, with $u'=du/dx$, and height $t$. Its energy is $\sigma$ times its area:

$$E=\sigma t\int\sqrt{1+u'^2}\,dx .$$

For $|u'|\ll1$, $\sqrt{1+u'^2}\approx1+u'^2/2$. Apart from a constant,

$$E=\frac{\sigma t}{2}\int u'^2\,dx .$$

The wall is a string with line tension $\sigma t$. A uniform shift costs nothing, so the absolute position of a free wall has no finite variance. Differences of position do.

### (b) Derive the mean-square displacement difference between two points a distance $L$ apart on a very long wall.

**Answer.** Close the wall into a ring of length $\Lambda$ and write

$$u(x)=\sum_q u_q e^{iqx},\qquad q=\frac{2\pi n}{\Lambda},\qquad u_{-q}=u_q^* .$$

The last condition makes $u$ real. Integration over the ring removes products of different waves, so

$$E=\frac{\sigma t\Lambda}{2}\sum_q q^2|u_q|^2
=\sigma t\Lambda\sum_{q>0}q^2(\alpha_q^2+\beta_q^2),\qquad u_q=\alpha_q+i\beta_q .$$

The factor 1/2 disappears because $q$ and $-q$ contribute equally. Each independent quadratic term has mean energy $k_BT/2$. Hence $\langle\alpha_q^2\rangle=\langle\beta_q^2\rangle=k_BT/(2\sigma t\Lambda q^2)$, and

$$\langle|u_q|^2\rangle=\frac{k_BT}{\sigma t\Lambda q^2}.$$

In $\Delta u=u(L)-u(0)=\sum_q u_q(e^{iqL}-1)$ the uniform mode $q=0$ drops out. Different modes are uncorrelated, and $|e^{iqL}-1|^2=2(1-\cos qL)$. For $\Lambda\to\infty$ the sum becomes $\Lambda\int dq/2\pi$:

$$\langle\Delta u^2\rangle=\frac{k_BT}{\pi\sigma t}\int_{-\infty}^{\infty}\frac{1-\cos qL}{q^2}\,dq .$$

Put $y=qL$ and integrate by parts. The boundary terms vanish, and

$$\int_{-\infty}^{\infty}\frac{1-\cos qL}{q^2}dq
=L\int_{-\infty}^{\infty}\frac{\sin y}{y}\,dy=\pi L .$$

Therefore

$$\boxed{\langle\Delta u^2\rangle=\ell L,\qquad \ell=\frac{k_BT}{\sigma t}}$$

The same law follows without Fourier modes. Divide a free-ended wall into pieces of length $a$. A piece whose ends differ by $d$ has energy $\sigma t d^2/(2a)$, so equipartition gives $\langle d^2\rangle=\ell a$. The $d$'s are independent, and the variances of $L/a$ pieces add to $\ell L$. The wall is a random walk in which $x$ plays the part of time. Wall beyond the two points has no effect if its ends are free.

### (c) Evaluate the rms difference for $L=1$ µm.

**Answer.** The line tension is

$$\sigma t=(0.067\ \mathrm{J/m^2})(10^{-8}\ \mathrm m)=6.70\times10^{-10}\ \mathrm{J/m},$$

or 4.18 eV/nm. With $k_BT=4.142\times10^{-21}$ J, the thermal length is

$$\ell=\frac{4.142\times10^{-21}}{6.70\times10^{-10}}\ \mathrm m=6.18\ \mathrm{pm}.$$

Then $\langle\Delta u^2\rangle=(0.00618\ \mathrm{nm})(1000\ \mathrm{nm})=6.18$ nm², and

$$\Delta u_{\rm rms}=2.49\ \mathrm{nm}\approx2.5\ \mathrm{nm}.$$

Inverting the stiffness matrix of a discretized free wall, with the interval inside a longer line, also gives 2.486 nm. The rms value grows as $\sqrt L$ and falls as $1/\sqrt{\sigma t}$.

### (d) How do the midpoint motion of a 1 µm wall clamped at both ends, and the roughness of a free 1 µm segment about its own mean, differ from (c)?

**Answer.** For the clamped wall, each half has length $L/2$. The midpoint displacement $h$ must fit both halves, so their Gaussian weights multiply:

$$p(h)\propto \exp\left[-\frac{h^2}{2\ell L/2}\right]\exp\left[-\frac{h^2}{2\ell L/2}\right]
=\exp\left[-\frac{h^2}{2(\ell L/4)}\right].$$

The variance is $\ell L/4$, and the rms motion is 1.24 nm.

For the free segment, let $\bar u$ be its mean displacement. The mean square about an average is half the mean-square difference over all pairs:

$$\left\langle\overline{(u-\bar u)^2}\right\rangle
=\frac{1}{2L^2}\int_0^L\!\!\int_0^L \ell|x-x'|\,dx\,dx'
=\frac{\ell}{2L^2}\,\frac{L^3}{3}=\frac{\ell L}{6}.$$

The roughness is 1.02 nm. A quoted thermal displacement therefore has to say which of these quantities it is. None of them is the intrinsic thickness of the wall.

### (e) Estimate the corrections from the full length energy, bending through the depth, and a direction-dependent wall energy.

**Answer.** **Full length energy.** Take straight pieces of length $a=0.5$ nm along $x$, a rough lattice step. With $s=d/a$ and $b=a/\ell\approx81$, the weight of a piece is $e^{-b\sqrt{1+s^2}}$. Put $s=\sinh\theta$. The normalization is

$$\int_{-\infty}^{\infty}\cosh\theta\,e^{-b\cosh\theta}d\theta=2K_1(b),$$

where $K_\nu$ is a modified Bessel function. Integration by parts gives the numerator of $\langle s^2\rangle$:

$$\int\sinh^2\theta\cosh\theta\,e^{-b\cosh\theta}d\theta
=\frac1b\int\cosh2\theta\,e^{-b\cosh\theta}d\theta=\frac{2K_2(b)}{b}.$$

Thus $\langle s^2\rangle=K_2(b)/[bK_1(b)]$, whereas the quadratic energy gives $1/b$. The variance rises by the factor $K_2/K_1\approx1+3/(2b)$, here by 1.9%, and the rms difference becomes 2.51 nm. The exact percentage depends on the chosen $a$ and on giving equal intervals of $d$ equal weight before the Boltzmann factor is applied. The rms slope of one piece is 0.11, so the small-slope energy is adequate for a wall that stays rigid through its depth.

**Depth bending.** Let $u(x,z)=\sum_n u_n(x)c_n(z)$, with $c_0=1$ and $c_n=\sqrt2\cos(n\pi z/t)$. These functions have zero slope at the free surfaces. The energy $(\sigma/2)\int\!\int(u_x^2+u_z^2)\,dx\,dz$ becomes

$$E=\frac{\sigma t}{2}\sum_{n\ge0}\int\left(u_n'^2+k_n^2u_n^2\right)dx,\qquad k_n=\frac{n\pi}{t}.$$

The depth average is $u_0$, which in this quadratic energy still obeys (b). A mode with $n\ge1$ has $q^2+k_n^2$ in place of $q^2$, so its contribution, averaged over depth, is

$$\frac{\ell}{\pi}\int_{-\infty}^{\infty}\frac{1-\cos qL}{q^2+k_n^2}dq
=\frac{\ell}{k_n}\left(1-e^{-k_nL}\right)\approx\frac{k_BT}{\pi\sigma n}\qquad(L\gg t).$$

The sum over $n$ grows logarithmically and needs a short-distance cutoff. On a square mesh of step 0.5 nm there are $N=20$ layers. There $k_n^2$ becomes $m_n=2-2\cos(\pi n/N)$ and $q^2$ becomes $2-2\cos q$, in mesh units. Since

$$\int_{-\pi}^{\pi}\frac{dq}{2\pi}\,\frac{1}{m_n+2-2\cos q}=\frac{1}{\sqrt{m_n(m_n+4)}},$$

the added variance at large $L$ is

$$\frac{k_BT}{\sigma}\,\frac2N\sum_{n=1}^{N-1}\frac{1}{\sqrt{m_n(m_n+4)}}=0.068\ \mathrm{nm^2}.$$

With the quadratic energy, the local rms difference is then 2.50 nm. The rms slope between neighbouring mesh points is now about 0.36, however, so that energy is only rough for the shortest waves. If $\sigma$ is the energy of a flat wall at the mesh scale, the next term of the area energy, $-(u_x^2+u_z^2)^2/8$, softens the long waves. For slopes of variance $s^2$ in each direction, it raises the long-wave variance by about $2s^2$ to leading order. With $s\approx0.36$ this is roughly a quarter, or about 12% in the rms difference, and it depends on the mesh step. If $\sigma$ is instead the stiffness seen by long waves, this softening is already included. A wall tilted away from the film normal also carries bound charge. If that charge is uncompensated, its positive field energy stiffens these modes and reduces both the added variance and the softening of the long waves.

**Direction dependence.** Suppose $\sigma(\theta)=\sigma(0)[1-\eta(1-\cos4\theta)]$ and the mean wall direction is $\theta=0$. For small slope $p=\tan\theta$, the energy per projected area is

$$\sigma(\theta)\sqrt{1+p^2}\approx\sigma(0)(1-8\eta p^2)\left(1+\tfrac12p^2\right)
\approx\sigma(0)\left[1+\tfrac12(1-16\eta)p^2\right].$$

The stiffness is $\sigma(0)(1-16\eta)$, which equals $\sigma+\sigma''$ at $\theta=0$. For a chosen $\eta=0.02$, the wall energy at 45° is only 4% lower, but the stiffness is $0.68\,\sigma(0)$. If $\sigma(\theta)$ is the wall energy seen by long waves, the rms difference rises to $2.486/\sqrt{0.68}\approx3.0$ nm. If it is instead set at the mesh scale, the local slopes found above average out part of the angular dependence, and its effect is smaller. The curvature of $\sigma(\theta)$ matters more here than its modest range suggests.

### (f) How weak must a periodic lattice barrier be for the wall to count as unpinned?

**Answer.** Let the lattice add the energy per area $(w/2)[1-\cos(2\pi u/a)]$, with period $a=0.5$ nm and barrier $w$. Let $\psi(u,x)$ be the summed Boltzmann weight of all walls that reach $u$ at $x$. A step $dx$ spreads $\psi$ by a Gaussian of variance $\ell\,dx$ and multiplies it by $1-v(u)dx$. Hence

$$\frac{\partial\psi}{\partial x}=\frac{\ell}{2}\frac{\partial^2\psi}{\partial u^2}-v(u)\psi,\qquad
v(u)=\frac{tw}{2k_BT}\left(1-\cos\frac{2\pi u}{a}\right).$$

The operator $-(\ell/2)\partial_u^2+v$ is periodic and has bands. Let $\lambda(k)$ be the lowest. The Fourier component of $\psi$ at small $k$ decays at long distance as $C(k)e^{-\lambda(k)L}$. Dividing by its value at $k=0$ gives the mean of $e^{-ik\Delta u}$, whose logarithm begins with $-k^2\langle\Delta u^2\rangle/2$ for a wall started at a symmetric minimum. Comparing the terms in $k^2$ gives

$$\langle\Delta u^2\rangle=\lambda''(0)L+\text{constant}.$$

Without a barrier, $\lambda=\ell k^2/2$ and $\lambda''=\ell$, as in (b). The numerical band curvature gives the following values, with the constant omitted:

| $w$ (mJ/m²) | $\lambda''(0)/\ell$ | long-distance rms (nm) |
|---|---:|---:|
| 0.03 | 0.989 | 2.47 |
| 0.10 | 0.889 | 2.34 |
| 0.30 | 0.441 | 1.65 |
| 1.00 | 0.025 | 0.40 |

At 0.30 mJ/m², direct propagation of $\psi$ gives the same ratio, 0.441. The long-distance rms value is halved at $w=0.43$ mJ/m², less than 1% of the wall energy.

The scale follows from comparing $tw/k_BT$ with the free-band value $(\ell/2)(\pi/a)^2$ at the zone edge:

$$w_*\sim\frac{\pi^2(k_BT)^2}{2\sigma t^2a^2}\approx0.05\ \mathrm{mJ/m^2}.$$

This is an order-of-magnitude marker for the onset of the lattice effect. At fixed $\sigma$, $T$ and $a$, a thicker film needs a weaker barrier, because more wall area must move together.

The table and these thresholds hold for a wall that stays rigid through its depth. Depth bending blurs the barrier. On the mesh of (e), the displacement at one point varies about the depth average with variance $0.068/2=0.034$ nm², itself averaged over depth; it is larger at the surfaces and smaller inside. Averaging a weak cosine barrier over a Gaussian spread of this mean variance multiplies $w$ by $e^{-2\pi^2(0.034)/(0.5)^2}\approx0.07$; averaging layer by layer gives about 0.08. If $\sigma$ is set at the mesh scale, the full area energy raises the variance to about 0.043 nm² and lowers the factor to about 0.03, so the factor is known only to within about a factor of two. A flexible wall whose bound charge is compensated can therefore remain nearly unpinned at barriers well above the rigid-wall values. Uncompensated charge stiffens the bending. A tilt leaves a charge $2Pu_z$ per wall area, whose field energy adds $2P^2k_n^2/(\varepsilon\sqrt{q^2+k_n^2})$ to the stiffness $\sigma(q^2+k_n^2)$ of a depth mode, where $\varepsilon$ is the permittivity. For $P=0.2$ C/m² and an assumed relative permittivity of 30, the variance about the depth average falls to about 0.015 nm² and the factor is about 0.3. Both factors depend on the mesh step and do not apply to strong barriers, which suppress the bending itself.

### (g) What field gives a wall clamped at both ends a midpoint sag equal to the rms difference in (c)? Take $P=20$ µC/cm².

**Answer.** Reversing the polarization in a field $E$ along the film normal changes the energy density by $2PE$, which acts as a pressure on the wall. Force balance per length is

$$\sigma t\,u''+2PEt=0,\qquad u(0)=u(L)=0 .$$

Its solution is $u=(PE/\sigma)x(L-x)$, with midpoint sag $PEL^2/(4\sigma)$. Setting this equal to 2.486 nm gives

$$E=\frac{4(0.067)(2.486\times10^{-9})}{(0.20)(10^{-6})^2}\ \mathrm{V/m}
=3.33\times10^3\ \mathrm{V/m}=3.33\times10^{-5}\ \mathrm{MV/cm}.$$

Across 10 nm this is 33 µV. Force balance with the full length energy reproduces the 2.486 nm sag. The sag is a steady displacement, to which thermal motion is added. An unclamped wall has no static shape in this field and moves.

### (h) Does the result in (c) describe a wall in a hafnia memory film?

**Answer.** A thickness of 10 nm is typical of such films. The lattice step and polarization used above are rough typical values, while $\sigma$ is a given parameter, not a measurement. The assumption of an unpinned, unbroken 1 µm wall is the weak point. Many hafnia films are polycrystalline. Over a rough grain size of 20 nm, the same law gives an rms difference of 0.35 nm for the depth average, less than one lattice step, where a smooth displacement is itself doubtful. A lattice barrier of 1 mJ/m² is only 1.6 meV per 0.5 nm square of wall, yet at this barrier the long-distance value for a depth-rigid wall has already dropped from 2.5 to 0.4 nm. Depth bending weakens such a small barrier, so 1 mJ/m² is not a firm pinning threshold for a real wall. Barriers in hafnia are probably much larger, however. The barrier of (f) resists a pressure of at most $\pi w/a$. If wall motion sets a typical coercive field of 1–2 MV/cm, equating $\pi w/a$ with $2PE$ gives $w\approx6$–13 mJ/m² for the depth-averaged wall. This lies far above the last row of the table, so such a wall would be pinned. By comparison, heating to 398 K with $\sigma$ held fixed raises the ideal value only to 2.86 nm. Imperfect electrode screening would add long-range forces that have not been sized here. The 2.5 nm result thus belongs to an ideal unpinned wall in a single-crystal film, with $\sigma$ as its long-wave stiffness.

## Numbers as computed

```
Wall energy: 67.0 mJ/m2
Film thickness: 10.0 nm
Temperature: 300 K
Distance along wall: 1000 nm
Thermal energy kB*T: 4.1419e-21 J
Line tension: 6.700e-10 J/m
Line tension: 4.182 eV/nm
Thermal length: 6.182 pm
Mean-square displacement difference: 6.182 nm2
RMS displacement difference: 2.486 nm
RMS difference from stiffness matrix: 2.486 nm
Fourier integral by quadrature: 3.141593
RMS midpoint motion, clamped ends: 1.243 nm
RMS roughness of free segment: 1.015 nm
RMS slope over full distance: 0.00249
Rough lattice step: 0.50 nm
RMS slope over one lattice step: 0.112
Variance gain, full length energy: 1.86 %
RMS with full length energy: 2.509 nm
Extra local variance, depth bending: 0.0677 nm2
Local RMS with depth bending: 2.500 nm
Chosen wall-energy drop at 45 degrees: 4.0 %
Stiffness over wall energy: 0.680
RMS with this anisotropy: 3.015 nm
RMS at 398 K, same wall energy: 2.864 nm
Rough grain size: 20 nm
RMS difference over one grain: 0.352 nm
Barrier 0.03 mJ/m2: variance growth ratio 0.9891, long-distance RMS 2.473 nm
Barrier 0.10 mJ/m2: variance growth ratio 0.8894, long-distance RMS 2.345 nm
Barrier 0.30 mJ/m2: variance growth ratio 0.4409, long-distance RMS 1.651 nm
Barrier 1.00 mJ/m2: variance growth ratio 0.0254, long-distance RMS 0.397 nm
Growth ratio at 0.30 mJ/m2 by propagation: 0.4410
Barrier that halves long-distance RMS: 0.431 mJ/m2
Rough polarization: 20 uC/cm2
Field with sag equal to RMS difference: 3.332e-05 MV/cm
Voltage across film at this field: 33.32 uV
Sag from force balance: 2.486 nm
```
